Why the image charge does not double an interface potential step

A uniform sheet with charge per area σ lies in vacuum at a height d above the flat face of a metal. The potential far outside, measured from the interior of the metal, can depend on σ, d and the vacuum permittivity ε₀. Sliding the arrangement sideways changes nothing, so no lateral position enters. Charge per area divided by ε₀ is an electric field, and a field times a length is a potential; no other product of powers of the three quantities is a voltage. Hence

Δφ = C σd/ε₀,

where C is a pure number. Dimensions and symmetry go no further. They cannot say whether C is 1 or 2, and that is the point in dispute.

## The belief and its appeal

The case for C = 2 runs as follows. A metal responds to a charge in front of it as if an opposite charge sat at the mirror position behind its surface. The sheet σ at z = d therefore has an image sheet −σ at z = −d. Two opposite sheets form a parallel-plate capacitor with field σ/ε₀. Their separation is 2d, so the voltage between them is 2σd/ε₀.

There is a version for single charges too. A charge q and its image form a dipole of moment 2qd. With N charges per area, a layer of such dipoles has a total potential jump N(2qd)/ε₀. Since Nq = σ, this is again 2σd/ε₀.

Much of this is right: the image has the stated sign and place, the capacitor field is σ/ε₀, and two free sheets a distance 2d apart do have that voltage between them. The error lies in taking this voltage for the step at the metal.

## The step from the real charges

Let the metal fill z < 0, with its interior at φ = 0. Take it first as an ideal conductor: its interior field is zero and its countercharge lies at z = 0. Assume also that the field far above the sheet is zero, so that the sheet and the metal surface are neutral together. The field component E is positive when it points away from the metal.

Apply Gauss's law to a flat box whose lower face is in the metal and whose upper face is above the sheet. The field vanishes on both faces, and by symmetry no flux leaves through the sides. The enclosed charge must be zero, so the metal surface carries −σ.

Now shrink the box around the sheet alone. The field above minus the field below equals σ/ε₀:

0 − E(gap) = σ/ε₀,

E(gap) = −σ/ε₀.

For positive σ the field points towards the metal. Since E = −dφ/dz, the potential in the gap is

φ(z) = −∫₀ᶻ E dz′ = σz/ε₀, for 0 ≤ z ≤ d.

Above the sheet the field is zero and the potential keeps the value reached at z = d:

Δφ = σd/ε₀.

So C = 1. The path of integration has length d, because that is the whole distance over which there is a field.

An electron has charge −e, so its energy outside changes by −eσd/ε₀. A positive sheet thus lowers the work function and a negative one raises it. The electron's own attraction to the metal is not part of this change: the response of the metal is linear, so that attraction is the same with and without the sheet.

## Where the doubling is real

The image does double something. A single free sheet sends half its flux each way, so its field has magnitude σ/(2ε₀) on either side. The metal's surface charge −σ acts as a second sheet. In the gap the two contributions are

E(gap) = −σ/(2ε₀) − σ/(2ε₀) = −σ/ε₀.

Above the sheet they are

E(above) = +σ/(2ε₀) − σ/(2ε₀) = 0.

The metal doubles the gap field relative to that of the sheet alone. This doubling is already contained in σ/ε₀. Using the doubled field and then a doubled distance counts the metal's response twice.

The distance 2d belongs to another problem, in which the metal is removed and a free sheet −σ is placed at z = −d. With φ = 0 at the midplane, its potential is

φ = −σd/ε₀, for z < −d,

φ = σz/ε₀, for −d < z < d,

φ = +σd/ε₀, for z > d.

The difference between top and bottom is indeed 2σd/ε₀. But the image construction gives the potential of the metal problem only for z ≥ 0. There it satisfies the same conditions: the same charge at z = d, φ = 0 at the surface and no field far away. For z < 0 the real potential is constant. The lower half of the step, from −σd/ε₀ to 0, occurs in a region where the real system has no field.

## The same result charge by charge

An actual layer consists of separate charges, so the single-charge argument deserves its own answer. Put q at height d on the axis and let r be the distance from that axis. For z > 0 the potential is

φ₁(r,z) = q/(4πε₀) [1/√(r² + (z−d)²) − 1/√(r² + (z+d)²)].

The average potential of N such charges per area is N times the integral of φ₁ over a plane at height z. Integrate first to a finite radius R, using ∫ r dr/√(r² + b²) = √(r² + b²):

∫₀ᴿ φ₁ 2πr dr = q/(2ε₀) [z + d − |z−d| − (S₊ − S₋)],

S± = √(R² + (z±d)²).

The difference of the roots follows from the difference of their squares:

S₊ − S₋ = 4zd/(S₊ + S₋).

This tends to zero as R grows. What remains is z + d − |z−d|, which equals 2z below the charge and 2d above it. The average potential is therefore

N q z/ε₀ for 0 < z < d, and N q d/ε₀ for z > d.

With Nq = σ this is the result for the uniform sheet.

The finite-R expression also shows when the step fails. For d much smaller than R, S₊ + S₋ is close to 2√(R² + z²). On the axis of a circular patch of radius R the potential above the sheet is then

φ ≈ (σd/ε₀) [1 − z/√(R² + z²)].

The full step is found at heights above d but far below R. Much farther away than R, the patch no longer looks like an infinite plane and its potential falls towards zero.

## Which dipole moment belongs in the formula

The relation between dipole moment and potential step follows from Poisson's equation, d²φ/dz² = −ρ/ε₀, where ρ is the laterally averaged charge density. Multiply by z and integrate across the whole layer. Integration by parts gives

∫ z (d²φ/dz²) dz = [z dφ/dz] − [φ] = −Δφ,

because dφ/dz vanishes at both ends. Thus

Δφ = (1/ε₀) ∫ zρ dz.

This is the Helmholtz relation. The integral runs over charges that exist: σ at z = d and −σ at z = 0. Their moment per area is σd + 0, and the step is σd/ε₀.

What, then, of the moment 2qd? Far from a charge and its image, the potential outside the metal really is that of a dipole p = 2qd. Its average for N dipoles per area is

N (pz/4πε₀) ∫₀^∞ 2πr dr/(r² + z²)^(3/2) = Np/(2ε₀), for z > 0,

since the integral equals 2π/z. Below the dipole plane z is negative and the same integral gives −Np/(2ε₀). The full jump of the layer is Np/ε₀, but the outside receives half of it measured from the midplane. With p = 2qd that half is Nqd/ε₀. The larger moment is usable, provided that its potential is also counted from the right zero.

It may seem odd that a real moment qd looks from afar like 2qd. The reason is the spread of the countercharge. The surface charge density is ε₀ times the field just outside the metal:

s(r) = −qd/[2π(r² + d²)^(3/2)].

Its integral over the surface is −q, but its tail falls only as 1/r³. The mean square radius of this charge diverges, so the usual expansion for a compact group of charges does not apply.

## A number

Take 1.0 × 10¹³ elementary charges per cm², all positive, at d = 0.20 nm. These are round model values. The sheet charge is 1.602 μC/cm². Dividing by ε₀ gives a gap field of 18.10 MV/cm, or 1.810 V/nm. The step is

Δφ = 1.810 V/nm × 0.20 nm = 0.362 V.

The doubled formula would give 0.724 V. In the problem of two free sheets, the upper potential is +0.362 V and the lower one is −0.362 V relative to the midplane. Their difference is the 0.724 V; the outside of the metal has the first value alone.

## A second electrode

A gate stack has another electrode, which can take some of the countercharge. Put it at z = L with potential V relative to the first metal, and keep vacuum throughout for the moment. Let a and b be the slopes dφ/dz below and above the sheet. Gauss's law at the sheet and the total voltage give

a − b = σ/ε₀,

ad + b(L−d) = V.

Substituting b = a − σ/ε₀ in the second equation gives

aL = V + (σ/ε₀)(L−d).

If the electrodes are shorted, V = 0, and the potential at the sheet is

φ(d) = ad = (σd/ε₀)(1 − d/L).

For L = 3.0 nm this is 0.338 V, about 7% below the isolated-metal step. If instead V is adjusted until the field above the sheet vanishes, then b = 0 and a = σ/ε₀, so V = σd/ε₀ = 0.362 V. The second electrode changes the potential in the shorted stack, but not the voltage needed to remove the upper field.

In a metal–insulator–semiconductor stack with no other insulator charge, zero field above the sheet corresponds to flat bands in the semiconductor. Here V is the potential on the semiconductor side relative to the gate. The gate voltage is counted the other way, so a positive sheet near the gate shifts the flat-band voltage by −σd/ε₀ when the gap is vacuum.

## What a real interface changes

If a dielectric of relative permittivity k fills the gap, Gauss's law fixes kε₀E instead of ε₀E. The step becomes σd/(kε₀). The permittivity above the sheet does not enter as long as there is no field there. With a rough electronic value k = 4, the step falls to 0.090 V. A static charge in a high-k film also draws the ionic response; with a static value k = 20 the step would be 0.018 V.

A real metal does not hold its countercharge exactly at z = 0. The simplest model keeps the electrons behind the surface and lets the field penetrate. In a linear screening model, d²φ/dz² = φ/λ² inside the metal. The solution that vanishes deep inside is φ = φ₀ exp(z/λ), whose slope at the surface is φ₀/λ. That slope must carry the flux of the sheet, so φ₀ = σλ/ε₀, and the total step is

Δφ = (σ/ε₀)(d/k + λ).

For λ = 0.06 nm this gives 0.47 V with a vacuum gap and 0.20 V with the filled gap. The countercharge has moved deeper, and the real dipole has grown. A vacuum gap with λ = d would even give 2σd/ε₀, but through penetration of the field and not through the image of an ideal metal. The model has two limits. It is linear, which suits the uniform sheet but not a separate charge 0.2 nm away: beneath such a charge in vacuum it would pile up about 41 extra electrons per nm³, roughly half the electron density of copper. It also forbids the electrons to spill outwards, which moves the effective image plane towards the sheet. In self-consistent jellium at the densities of aluminium and copper, the added electrons are centred 0.08 to 0.09 nm outside the edge of the positive background, so at a free metal surface, with d measured from that edge, the shift is outward. An outward shift of 0.06 nm in place of the inward one reduces the vacuum step to 0.25 V.

Separate charges add a lateral ripple. Consider one lateral wave of charge, σ cos(Gx), above an ideal metal with a vacuum gap. Away from the sheet its potential obeys d²φ/dz² = G²φ. It vanishes at the metal and decays far above, so its amplitude is A sinh(Gz) below the sheet and B exp(−Gz) above. Continuity gives B = A exp(Gd) sinh(Gd). The jump in slope gives

AG[cosh(Gd) + sinh(Gd)] = σ/ε₀.

The bracket equals exp(Gd), so A = σ exp(−Gd)/(ε₀G), and above the sheet

φ_G(z) = (σ/ε₀) exp(−Gz) sinh(Gd)/G.

As G tends to zero, sinh(Gd)/G tends to d and the uniform step σd/ε₀ returns.

On a square lattice the present density means a spacing of a = 3.16 nm. The Fourier series of a lattice of point charges contains a cosine wave of the same amplitude σ for every reciprocal lattice vector. The four shortest non-zero vectors have length G = 2π/a and belong to the longest waves. Their cosines are all +1 above a charge and all −1 above the centre of a square, so they contribute 8φ_G to the difference between these places. At 3 nm this is 7.66 mV; adding up the charges and their images one by one gives 7.67 mV. At 1 nm the same direct sum gives 0.50 V, more than the average step itself. Close to so sparse a layer, σd/ε₀ is a lateral mean and not the potential at each point. The same direct sum over a patch of radius 949 nm gives 0.358 V at a height of 9.49 nm, 1.0% below the infinite-sheet value, as the patch formula predicts.

Beside an actual metal/high-k gate stack, the parameters are plausible but schematic. Dipole shifts there can reach tenths of a volt, and the charges behind them are ions and electrons displaced in interface bonds rather than a uniform sheet. The assumption that fails most plainly is the vacuum gap: filling it with k = 4 moves the ideal-metal result from 0.36 to 0.09 V, and adding the screening length brings it to 0.20 V, whereas an outward shift of the countercharge would lower it instead. Even these figures are estimates, because a bulk permittivity has no sharp meaning over 0.2 nm. The mean vacuum field is 3.6 times a rough high-k breakdown field of 5 MV/cm, while the mean field in the gap filled with k = 4, 4.5 MV/cm, is just below it. For separate charges at this density the local field is far from the mean: at the metal, in vacuum, it is about 720 MV/cm under a charge and 3 MV/cm under the centre of a square. A breakdown field measured on a film is not a direct limit for so short a gap, across which the laterally averaged potential drop is 0.36 V in vacuum.

The sheet must also keep its charge. For a rough electron barrier of 3 eV at the metal, lowered linearly by the gap field, the tunnelling factor is exp(−2∫κ dz), with κ = √(2m(U−E))/ħ, where m is the electron mass and U−E the local barrier height. Numerical integration across the gap gives 0.03. This is a weak barrier, and the figure rests on the free-electron mass, the mean vacuum field and no image force. The electron's image attraction alone raises the factor to about 0.6, and so does the potential on the axis of a separate positive charge; the two together leave no barrier there. An effective mass of 0.2 m with the filled-gap field gives 0.2. Empty electron traps could therefore be neutralized by the metal if their levels lie below its Fermi level. The model suits ions whose charge is held by bonding, with σ taken as the charge that remains.

None of these corrections restores a general factor of two. They change where the countercharge lies, how strongly the gap is polarized, or how far the layer resembles a plane. For an ideal metal, a vacuum gap and no field beyond the sheet, the number left open by dimensional analysis is C = 1.

Numbers in the example were calculated in double precision.
